# Second-order spin-orbit lowering and singlet-triplet mixing in closed-shell precursors

## Definitions and conventions

Consider a molecule with fixed nuclei. Its spin-free electronic Hamiltonian $H_0$ includes Coulomb repulsion and scalar relativistic effects, and it is real in a basis of real orbitals. Its ground state $|S_0\rangle$, with energy $E_0$, is a nondegenerate singlet. Spins and orbital angular momenta are measured in units of $\hbar$. The spin-orbit operator is taken in mean-field form,

$$V=\sum_{k=x,y,z}\sum_i h_k(i)\,s_k(i), \tag{1}$$

where $i$ runs over electrons. Each $h_k$ is a Hermitian spatial operator. It has the form of a potential gradient crossed with the momentum $-i\hbar\nabla$, so its matrix in real orbitals is purely imaginary and therefore antisymmetric:

$$h_{k,pq}=-h_{k,qp},\qquad h_{k,pp}=0. \tag{2}$$

With orbital labels $p,q$, spin labels $s,t$ and Pauli matrices $\sigma_k$, the same operator reads

$$V=\tfrac12\sum_k\sum_{pq}\sum_{st}h_{k,pq}(\sigma_k)_{st}\,a^\dagger_{ps}a_{qt}. \tag{3}$$

Closed-shell compounds of La(III), with an empty 4f shell, and of Lu(III), with a full one, can meet the assumption on $S_0$. Compounds with a partly filled 4f shell generally do not, and the argument below does not cover them.

## What the singlet can couple to

Define $W_{kl}=\sum_i h_k(i)s_l(i)$, so that $V=\sum_kW_{kk}$. The total spin $\mathbf S$ commutes with the spatial operators, and the spin commutation relations give

$$[S_m,W_{kl}]=i\sum_n\epsilon_{mln}W_{kn}. \tag{4}$$

For a singlet, $S_m|S_0\rangle=0$ for every $m$. Taking $m=x$, $l=y$ in (4) gives $W_{kz}=-i[S_x,W_{ky}]$, hence

$$\langle S_0|W_{kz}|S_0\rangle=-i\langle S_0|S_xW_{ky}-W_{ky}S_x|S_0\rangle=0.$$

Cyclic permutation gives the same result for the other spin components. The first-order energy therefore vanishes:

$$E^{(1)}=\langle S_0|V|S_0\rangle=0. \tag{5}$$

To find the spin of $W_{kl}|S_0\rangle$, apply $S^2$. Since $S_m$ annihilates $S_0$, each product can be replaced by a commutator:

$$S^2W_{kl}|S_0\rangle=\sum_m[S_m,[S_m,W_{kl}]]|S_0\rangle
=-\sum_{mnr}\epsilon_{mln}\epsilon_{mnr}W_{kr}|S_0\rangle .$$

Because $\sum_{mn}\epsilon_{mln}\epsilon_{mnr}=-2\delta_{lr}$,

$$S^2W_{kl}|S_0\rangle=2W_{kl}|S_0\rangle. \tag{6}$$

The eigenvalue $2=S(S+1)$ means $S=1$. Thus $V$ carries the singlet into triplets, and has no matrix element between $S_0$ and another singlet. This argument uses the vector character of the spin operator, but not the imaginary character of $h_k$.

Second-order perturbation theory now needs triplets alone:

$$E^{(2)}=-\sum_T\frac{|\langle T|V|S_0\rangle|^2}{E_T-E_0}\le0. \tag{7}$$

The sum includes all three spin components of each triplet level. Every denominator is positive because $S_0$ is the ground state. The inequality is strict if at least one triplet is coupled; symmetry can make a particular coupling vanish.

## Why mixing does not require splitting

First-order splitting is governed by the matrix of $V$ inside one degenerate level. Mixing is governed by its elements between different levels. The singlet is a single state: its block is the one number (5), and there is nothing to split.

The triplet has three components, so its block must be examined. Let the triplet be orbitally nondegenerate. A spin-vector operator restricted to its three components is proportional to the components of $\mathbf S$:

$$PVP=\sum_k\Lambda_kS_k,\qquad
\Lambda_k=\langle T,1|W_{kz}|T,1\rangle, \tag{8}$$

where $P$ projects on the level and $|T,1\rangle$ has $S_z=1$. The second relation follows because $S_z$ has expectation value 1 in that state. Without orbital degeneracy, $|T,1\rangle$ is the one state of its energy and $S_z$. Since $H_0$ is real, its coefficients $c_I$ in determinants of real orbitals can be chosen real. The matrix $A_{IJ}$ of $W_{kz}$ in these determinants is imaginary and Hermitian, hence antisymmetric, and

$$\Lambda_k=\sum_{IJ}c_IA_{IJ}c_J=-\sum_{IJ}c_JA_{JI}c_I=-\Lambda_k=0. \tag{9}$$

This is the quenching of orbital angular momentum. The cancellation in (9) needs the same real vector on both sides. A transition element contains two different vectors, $\sum_{IJ}b_IA_{IJ}c_J$, and antisymmetry does not make it vanish. Singlet and triplet can therefore mix although neither level splits in first order.

The mixed ground state is, to first order in $V$,

$$|\psi\rangle=|S_0\rangle-\sum_T|T\rangle\frac{\langle T|V|S_0\rangle}{E_T-E_0}. \tag{10}$$

Its leading triplet weight is

$$P_T=\sum_T\frac{|\langle T|V|S_0\rangle|^2}{(E_T-E_0)^2}. \tag{11}$$

This weight does not give the molecule a net spin. Both $h_k$ and $s_k$ change sign under time reversal, so $V$ does not. A nondegenerate eigenstate is mapped onto itself up to a phase, whereas $\mathbf S$ changes sign; hence $\langle\mathbf S\rangle=-\langle\mathbf S\rangle=0$.

## The orbital formula

Now let $S_0$ be a closed-shell determinant, with occupied orbitals $i$ and empty orbitals $a$. Define the Cartesian triplet states

$$|T_{ia}^k\rangle=\frac1{\sqrt2}\sum_{st}(\sigma_k)_{st}\,a^\dagger_{as}a_{it}|S_0\rangle. \tag{12}$$

The operator in (12) is a spin vector, so the argument leading to (6) shows that this state has $S=1$. The four states $a^\dagger_{as}a_{it}|S_0\rangle$ are orthonormal, and the norm is $\frac12\mathrm{Tr}(\sigma_k^2)=1$. Inserting (3) gives

$$\langle T_{ia}^k|V|S_0\rangle=\frac1{2\sqrt2}\sum_lh_{l,ai}\,\mathrm{Tr}(\sigma_k\sigma_l)
=\frac{h_{k,ai}}{\sqrt2}, \tag{13}$$

because $\mathrm{Tr}(\sigma_k\sigma_l)=2\delta_{kl}$. If the determinant and these triplets are eigenstates of $H_0$, with excitation energies $\Delta_{ia}$, equation (7) becomes

$$E^{(2)}=-\frac12\sum_{ia}\sum_k\frac{|h_{k,ai}|^2}{\Delta_{ia}}. \tag{14}$$

For independent electrons $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. With interactions it is the triplet excitation energy, which differs from the orbital gap. If several single excitations mix in a triplet, their amplitudes must be added before squaring, and (7) is the safe starting point.

Symmetry selects the component. For a totally symmetric $S_0$, the spatial part of $T$ must transform as the rotation $R_k$. In real p orbitals,

$$(l_k)_{ab}=-i\epsilon_{kab}, \tag{15}$$

so a transition from $p_z$ to $p_x$ uses $l_y$, and one from $p_z$ to $p_y$ uses $l_x$.

The range of validity is visible when one triplet component, at energy $\Delta$, is coupled to $S_0$ by $g$. The lower root of the two-level problem is

$$E_-=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+g^2}
=-\frac{g^2}{\Delta}+\frac{g^4}{\Delta^3}-\cdots . \tag{16}$$

For $|g|\ll\Delta$ the lowering is quadratic in the coupling. As $\Delta\to0$ it becomes $-|g|$: singlet and triplet are then degenerate, and the expansion about an isolated closed shell fails.

## A thallium(I) precursor model

Consider one molecule of a volatile thallium(I) beta-diketonate of low symmetry. The active orbitals are a filled lone pair with 6p$_z$ weight $w_s=0.15$ and two empty orbitals, mainly 6p$_x$ and 6p$_y$, each with 6p weight $w_e=0.95$. The triplet energies are $\Delta_x=4.0$ eV and $\Delta_y=4.6$ eV, and the 6p spin-orbit constant is $\zeta=0.65$ eV. All are rough values.

Retaining the thallium contribution, $h_{k,ab}=\zeta\sqrt{w_aw_b}\,(l_k)_{ab}$. By (13) and (15), the coupled states are $T_x^y$ and $T_y^x$, where the subscript names the orbital that receives the electron. Both couplings have magnitude

$$g=\zeta\sqrt{\frac{w_sw_e}{2}}
=0.65\sqrt{\frac{0.15\times0.95}{2}}\ \text{eV}=0.1735\ \text{eV}. \tag{17}$$

Hence

$$E^{(2)}=-g^2\left(\frac1{\Delta_x}+\frac1{\Delta_y}\right)
=-(7.53+6.54)\ \text{meV}=-14.07\ \text{meV}, \tag{18}$$

or $-1.36$ kJ/mol. At fixed weights and gaps this term scales as $\zeta^2$.

### The next order

The third-order energy also contains coupling between the triplets. From (13) and (15),

$$\langle T_x^y|V|S_0\rangle=-i\epsilon_{yxz}g=ig,\qquad
\langle T_y^x|V|S_0\rangle=-i\epsilon_{xyz}g=-ig.$$

Moving the excited electron from $x$ to $y$ involves $h_{z,yx}=-i\epsilon_{zyx}\zeta w_e=i\zeta w_e$. Applying (3) to (12) multiplies the spin matrices, so

$$\langle T_y^x|V|T_x^y\rangle=\frac{h_{z,yx}}4\mathrm{Tr}(\sigma_x\sigma_z\sigma_y)
=\frac{i\zeta w_e}{4}(-2i)=\frac{\zeta w_e}{2}. \tag{19}$$

Since $E^{(1)}=0$, the third-order energy is the sum over the closed paths $S_0\to T\to T'\to S_0$. The two directions are complex conjugates:

$$E^{(3)}=\frac{2\,\mathrm{Re}\left[(ig)(\zeta w_e/2)(ig)\right]}{\Delta_x\Delta_y}
=-\frac{g^2\zeta w_e}{\Delta_x\Delta_y}=-1.01\ \text{meV}. \tag{20}$$

Diagonalizing the two-electron Hamiltonian in all 15 determinants of the three orbitals gives a lowering of 15.13 meV, or 1.46 kJ/mol. This calculation uses an exchange integral $K=0.4$ eV, which places each singly excited singlet $2K$ above its triplet. The doubly excited states are put at 8.8 eV ($x^2$), 10.0 eV ($y^2$), 9.0 eV ($xy$ triplet) and 9.8 eV ($xy$ singlet); shifting them all by $\pm3$ eV changes the lowering by about 0.01 meV and the excitation energies below by up to 0.02 eV. The transfer of electron pairs between orbitals, whose amplitude for real orbitals equals $K$, is omitted so that the determinant is an eigenstate of $H_0$. The sum $E^{(2)}+E^{(3)}=-15.08$ meV accounts for nearly all of it.

The leading triplet weight is $g^2(\Delta_x^{-2}+\Delta_y^{-2})=0.33\%$; the diagonalization gives $0.38\%$. A small admixture thus accompanies a lowering of about 15 meV.

### Near-degenerate and degenerate triplets

The excited triplets are less well described by perturbation theory. Their mutual coupling, $\zeta w_e/2=0.309$ eV, is comparable with their separation of 0.60 eV. The three lowest excitation energies from the diagonalization are 3.884, 3.886 and 3.948 eV, measured from the lowered ground state.

The pattern follows from the spin traces. The coupling (19) connects $T_x^y$ with $T_y^x$, and a coupling of equal magnitude connects $T_x^x$ with $T_y^y$. For either pair the lower two-level energy is

$$4.3-\sqrt{0.30^2+0.309^2}\ \text{eV}\approx3.87\ \text{eV}.$$

Adding the ground-state lowering of 0.015 eV gives about 3.88 eV. The component $T_x^z$ has no such triplet partner, because $\mathrm{Tr}(\sigma_k\sigma_z\sigma_z)=0$. It is coupled instead, with the same magnitude, to the singlet having an electron in $y$, at $4.6+2(0.4)=5.4$ eV. The corresponding lower root is $4.7-\sqrt{0.70^2+0.309^2}\approx3.93$ eV, or 3.95 eV above the lowered ground state. The triplet splitting is therefore a consequence of coupling to other levels, not of a first-order block within $T_x$.

If the $x$ and $y$ orbitals become equivalent, the six triplet states form one level. The coupling (19) now acts inside that level and gives first-order shifts $\pm\zeta w_e/2$ and zero. The total first-order spread is $\zeta w_e=0.62$ eV. The singlet still has no first-order shift, since (5) does not depend on the triplet degeneracy.

## Consequence for bond energy

Detaching the thallium atom from its ligand changes the order of the effect. A free Tl atom has one 6p electron in an orbitally degenerate shell. Using $\mathbf l\cdot\mathbf s=\frac12[j(j+1)-l(l+1)-\frac34]$, its $j=\frac12$ level is shifted by

$$\frac{\zeta}{2}\left(\frac34-2-\frac34\right)=-\zeta=-0.650\ \text{eV}. \tag{21}$$

The molecule is lowered by only 0.015 eV in the active-space model. Neglecting spin-orbit coupling in the ligand radical, the energy needed to remove the atom is reduced by

$$0.650-0.015=0.635\ \text{eV}=61.3\ \text{kJ/mol}. \tag{22}$$

This is a change in a dissociation energy, not in the activation barrier of a deposition reaction. A barrier changes by the difference between transition-state and precursor lowerings, which this model does not supply.

## Comparison with a real precursor

The value of $\zeta$ corresponds to an atomic p-shell splitting $\frac32\zeta$ of roughly 1 eV, as appropriate for the neutral atom. On a Tl(I) centre the 6p orbital is more contracted, and the constant of the free Tl$^+$ ion is about 1.5 times larger. With $\zeta=1.0$ eV in the molecule the diagonalized lowering is 37 meV instead of 15 meV, and the weakening in (22) becomes about 0.61 eV. The weights and triplet energies are plausible estimates for an isolated chelate, not results for a particular compound. At fixed $\zeta$, the restriction to three orbitals is the largest of the valence omissions estimated below. Suppose two filled ligand bonding orbitals carry 6p$_x$ and 6p$_y$ weights of 0.05 each, and include an empty antibonding orbital with 6p$_z$ weight 0.85. With a rough common gap of 6 eV, (14) gives the additional energy

$$-\frac{0.65^2}{2}\,\frac{2(0.05)(0.95+0.85)}{6}\ \text{eV}=-6.34\ \text{meV}, \tag{23}$$

which is 45% of $E^{(2)}$ in magnitude.

Other omissions have different sizes:

- **Pair correlation.** Allowing pairs to transfer between orbitals with amplitude $K=0.4$ eV changes the diagonalized lowering from 15.13 to 13.81 meV. This value depends on the assumed energies of the doubly excited states: shifting them by $\pm3$ eV moves it between 13.4 and 14.1 meV.
- **Ligand spin-orbit coupling.** Take a rough oxygen 2p constant of 0.02 eV and assign all non-6p weight to one such p shell. The ratio of ligand to thallium coupling is then $(0.02/0.65)\sqrt{(0.85\times0.05)/(0.15\times0.95)}$, and the change of $E^{(2)}$ is at most 3.4%.
- **Temperature.** At 400 K, $k_BT=34.5$ meV. The active space holds three triplets: $T_x$, $T_y$ and one with an electron in each of the $x$ and $y$ orbitals. Placing all nine components at the lowest excitation energy gives an upper estimate of their population, about $10^{-48}$. Thermal occupation of these vertical triplets is negligible, even though $k_BT$ exceeds the ground-state lowering.

The inner shells matter more for the absolute energy. Take rough values $\zeta_{5p}=15$ eV and a 5p–6p gap $G=80$ eV, and estimate the cross constant as $\sqrt{\zeta_{5p}\zeta}$. For a full 5p shell, (7) with independent electrons gives

$$E_{5p\to6p}=-\frac{\zeta_{5p}\zeta}{G}\sum_{\text{empty }6p}\langle(\mathbf l\cdot\mathbf s)^2\rangle. \tag{24}$$

Over all six 6p spin-orbitals the sum is $2(1)+4(\frac14)=3$. The molecule has about $2(0.15+2\times0.05)=0.5$ 6p electrons, each blocking an average of $\frac12$, which leaves 2.75. In the atom, one $j=\frac12$ electron blocks 1 and leaves 2. The energies are $-0.335$ eV for the molecule and $-0.244$ eV for the atom.

Equation (18) is therefore a valence contribution, not the total second-order energy of the molecule. The 5p–6p difference of 0.091 eV is one channel among several and must not be subtracted from (22) on its own. In a ZORA local-density Tl atom the 2p, 3p and 4p channels together are larger than the 5p channel (0.16 against 0.09 eV per unit of blocking), and the coupling of 6p to higher and continuum p states is larger still and of opposite sign: the $j=\frac12$ level shifts by $-0.83$ eV where first order gives $-0.58$ eV. If $\zeta$ is inferred from the splitting of the free atom, the $j=\frac12$ level lies $\zeta$ below the $j$-weighted average by construction, and only the shift of that average remains. In the same atom it is about $-0.1$ eV per 6p electron, which raises the weakening by roughly 0.05 eV rather than lowering it. The spin-orbit energy of the filled p shells themselves is of order 1 keV and nearly cancels between molecule and atom.
